# Symmetry of the zero-field conductivity: detailed balance and time reversal

## What symmetry and dimensions leave open

A weak uniform field drives a current $j_i=\sum_j\sigma_{ij}E_j$. In the plane of an electron sheet, the antisymmetric part of $\sigma$ is the single number $A=(\sigma_{xy}-\sigma_{yx})/2$. A rotation about the sheet normal leaves $A$ unchanged, while an operation that reverses one in-plane axis reverses its sign. A mirror plane containing the normal, or a twofold axis lying in the sheet, therefore forces $A=0$; a twofold rotation about the normal does not. In a sheet with neither such a mirror nor such an axis, the symmetry of $\sigma$ needs a reason other than geometry.

Dimensions show where to look. A conductivity is charge squared, times states per energy and volume, times velocity squared, times a time. The two velocities carry the indices $i$ and $j$, and the time comes from inverting a collision operator $K$. For the current limited by collisions this suggests the form, derived below,

$$\sigma_{ij}=\langle s_i,K^{-1}s_j\rangle ,\qquad s_i\propto v_i .$$

The question is thus what happens when $K$ is transposed. There are two sufficient answers. Pairwise detailed balance makes $K$ symmetric, without time reversal. If pairwise balance fails, time reversal relates $K^{T}$ to $K$ and gives the same result.

## Setting

Atomic units are used in the algebra: $e=\hbar=m_e=1$, the electron charge is $-1$, and $T$ is an energy. A state $a$ has wave vector, band and spin, energy $\varepsilon_a$ and velocity $v_a=\nabla_k\varepsilon_a$. Sums over states are per unit volume, or per unit area for a sheet. The states are taken as a finite list, so that the linear algebra is elementary; in the continuum one must also assume that the slow modes of $K$ leave $\sigma$ finite. Write $\langle x,y\rangle=\sum_a x_ay_a$.

In equilibrium $f^0_a=[e^{(\varepsilon_a-\mu)/T}+1]^{-1}$. Define

$$w_a=-\frac{\partial f^0_a}{\partial\varepsilon_a}=\frac{f^0_a(1-f^0_a)}{T},\qquad f_a=f^0_a+w_a\varphi_a,\qquad s_{i,a}=w_av_{i,a}.$$

Let $W_{ab}$ be the rate from $a$ to an empty state $b$. The collision term has two parts:

$$C^{\rm el}_a=\sum_b(W_{ba}f_b-W_{ab}f_a),$$
$$C^{\rm ph}_a=\sum_b[W_{ba}f_b(1-f_a)-W_{ab}f_a(1-f_b)].$$

The elastic part has no blocking factors, because scattering by a static potential is a unitary evolution of each electron. The phonons stay in equilibrium and act in the Born approximation. Side-jump and other interband collision terms are left out.

## Lemma 1: detailed balance

**In the Born approximation, $W_{ab}f^0_a(1-f^0_b)=W_{ba}f^0_b(1-f^0_a)$ for phonons, and $W_{ab}=W_{ba}$ for elastic scattering.**

*Proof.* Let $\varepsilon_a=\varepsilon_b+\omega$. A Hermitian coupling has the form $Ac+A^\dagger c^\dagger$, where $c$ removes a phonon. Emission takes $a$ to $b$ with a rate proportional to $|\langle b|A^\dagger|a\rangle|^2(N+1)$. Absorption takes $b$ to $a$ with a rate proportional to $|\langle a|A|b\rangle|^2N$. The matrix elements are complex conjugates, so, with $N=(e^{\omega/T}-1)^{-1}$,

$$\frac{W_{ab}}{W_{ba}}=\frac{N+1}{N}=e^{\omega/T}.$$

Since $f^0/(1-f^0)=e^{(\mu-\varepsilon)/T}$, the occupations give the inverse factor:

$$\frac{f^0_a(1-f^0_b)}{f^0_b(1-f^0_a)}=e^{(\varepsilon_b-\varepsilon_a)/T}=e^{-\omega/T}.$$

The product of the two ratios is one. For a static Hermitian potential $V$, $W_{ab}=2\pi|V_{ba}|^2\delta(\varepsilon_a-\varepsilon_b)$, which is symmetric. $\square$

Only Hermiticity and the equilibrium of the phonons were used.

## Lemma 2: the linearised operator

**To first order in $\varphi$, $C=-K\varphi$ with**

$$K_{ab}=\delta_{ab}\sum_cP_{ac}-P_{ba}, \tag{1}$$

**where $P_{ab}=W_{ab}w_a$ for elastic events and $P_{ab}=W_{ab}f^0_a(1-f^0_b)/T$ for phonons.**

*Proof.* The elastic term is linear already. Inserting $w\varphi$ gives $\sum_b(P_{ba}\varphi_b-P_{ab}\varphi_a)$, which is (1).

For phonons, the relative changes of the two factors are

$$\frac{\delta f_a}{f^0_a}=\frac{(1-f^0_a)\varphi_a}{T},\qquad \frac{\delta(1-f_b)}{1-f^0_b}=-\frac{f^0_b\varphi_b}{T}.$$

The flux from $a$ to $b$ therefore changes by $P_{ab}[(1-f^0_a)\varphi_a-f^0_b\varphi_b]$, and the reverse flux by $P_{ba}[(1-f^0_b)\varphi_b-f^0_a\varphi_a]$. Lemma 1 gives $P_{ba}=P_{ab}$. Gain minus loss is then

$$P_{ab}[(1-f^0_b)\varphi_b-f^0_a\varphi_a-(1-f^0_a)\varphi_a+f^0_b\varphi_b]=P_{ab}(\varphi_b-\varphi_a).$$

The blocking factors have combined to one. This is (1) for symmetric $P$. $\square$

## Lemma 3: conserved numbers and solvability

Call two states linked if a chain of collisions joins them. **Suppose that $f^0$ is stationary, $\sum_cP_{ac}=\sum_cP_{ca}$. Then**

$$\langle\varphi,K\varphi\rangle=\tfrac12\sum_{ab}P_{ab}(\varphi_a-\varphi_b)^2\ge0, \tag{2}$$

**and the null vectors of both $K$ and $K^T$ are the vectors constant on each linked set.**

*Proof.* From (1), $\langle\varphi,K\varphi\rangle=\sum_{ab}P_{ab}\varphi_a^2-\sum_{ab}P_{ab}\varphi_a\varphi_b$. Stationarity gives $\sum_{ab}P_{ab}\varphi_a^2=\sum_{ab}P_{ab}\varphi_b^2$, so the first sum can be replaced by half of each. This is (2). A null vector makes every term of (2) vanish, so it is constant on linked sets. Conversely, for a vector equal to $n$ on one set and zero elsewhere, $K$ gives $n(\sum_cP_{ac}-\sum_cP_{ca})=0$ on that set. The same argument holds for $K^T$. $\square$

Now apply the field. The force is $-E$, so the steady state obeys $-E\cdot\nabla_kf^0=C$. Because $\nabla_kf^0=-wv$, the left side is $+E\cdot s$, and

$$K\varphi=-E\cdot s. \tag{3}$$

A solution exists if $s$ is orthogonal to the null vectors of $K^T$, that is, if $\sum_{a\in S}w_av_a=0$ for each linked set $S$. Time reversal supplies this. The reversed partner $\bar a$ has $\varepsilon_{\bar a}=\varepsilon_a$ and $v_{\bar a}=-v_a$, so the terms cancel in pairs **provided $S$ contains the partners of its states**. If all states form one set, periodicity of the band is enough, since $\sum_aw_av_a=-\sum_a\nabla_kf^0_a=0$. If right-movers and left-movers were separate sets, the field would keep raising the number in one and lowering it in the other, and there would be no steady state.

Let $\varphi^{(j)}$ solve $K\varphi^{(j)}=s_j$. By (3), $\varphi=-\sum_jE_j\varphi^{(j)}$. The current is $j_i=-\sum_av_{i,a}w_a\varphi_a$, as $f^0$ carries none. The two minus signs cancel:

$$\sigma_{ij}=\langle s_i,\varphi^{(j)}\rangle. \tag{4}$$

A null vector added to $\varphi^{(j)}$ does not change this, because it is orthogonal to $s_i$.

## Theorem 1: pairwise balance is sufficient

**If $P_{ab}=P_{ba}$, and (3) is solvable, then $\sigma_{ij}=\sigma_{ji}$ and $E\cdot\sigma E\ge0$.**

*Proof.* Equation (1) gives $K=K^T$. Hence

$$\sigma_{ij}=\langle K\varphi^{(i)},\varphi^{(j)}\rangle=\langle\varphi^{(i)},K\varphi^{(j)}\rangle=\langle\varphi^{(i)},s_j\rangle=\sigma_{ji}.$$

With $\psi=\sum_jE_j\varphi^{(j)}$, $E\cdot\sigma E=\langle K\psi,\psi\rangle$, which is non-negative by (2). $\square$

The last quantity is the Joule heat. Equation (2) writes it as a sum over pairs of states, each pair contributing through its departure from mutual balance. No relaxation time was assumed; the scattering may be anisotropic and inelastic.

## Theorem 2: time reversal when pairwise balance fails

Beyond the Born approximation, elastic rates contain $|\langle b|\mathcal T|a\rangle|^2$, where $\mathcal T=V+V(\varepsilon-H_0+i0)^{-1}V+\dots$ is not Hermitian. Then $W_{ab}\ne W_{ba}$ is possible, which is skew scattering. Two properties survive.

First, the scattering matrix is unitary in both orders, $S^\dagger S=SS^\dagger=1$. The total probability of leaving a state therefore equals that of entering it, $\sum_bW_{ab}=\sum_bW_{ba}$. As $w$ is the same at equal energies, $f^0$ is stationary in the sense of Lemma 3.

Second, let $\Theta$ be the antiunitary time reversal and let both the crystal and the scattering potential be non-magnetic. $\Theta$ changes $i0$ to $-i0$, so $\Theta\mathcal T\Theta^{-1}=\mathcal T^\dagger$. An antiunitary operator exchanges the sides of an inner product:

$$\langle b|\mathcal T|a\rangle=\langle\Theta\mathcal Ta|\Theta b\rangle=\langle\mathcal T^\dagger\bar a|\bar b\rangle=\langle\bar a|\mathcal T|\bar b\rangle .$$

Hence $W_{ab}=W_{\bar b\bar a}$ and $P_{ab}=P_{\bar b\bar a}$. For phonons $W_{ab}$ and $W_{\bar b\bar a}$ differ, since one is an emission and the other an absorption rate. But if the coupling is invariant under time reversal, the emission rates of reversed pairs agree, and so do the absorption rates: $W_{ab}=W_{\bar a\bar b}$. Hence $P_{ab}=P_{\bar a\bar b}$, and Lemma 1 gives $P_{\bar a\bar b}=P_{\bar b\bar a}$. The relation for $P$ therefore holds for phonons too.

**If $P_{ab}=P_{\bar b\bar a}$, $f^0$ is stationary and (3) is solvable, then $\sigma_{ij}=\sigma_{ji}$.**

*Proof.* Let $R$ exchange each state with its partner, so $R^2=1$ and $R^T=R$. From (1),

$$(RKR)_{ab}=K_{\bar a\bar b}=\delta_{ab}\sum_cP_{\bar a\bar c}-P_{\bar b\bar a}=\delta_{ab}\sum_cP_{ca}-P_{ab}.$$

Stationarity replaces $\sum_cP_{ca}$ by $\sum_cP_{ac}$, and the result is $K_{ba}$. So $RKR=K^T$, or $RK=K^TR$. The driving vector is odd, $Rs_i=-s_i$. Then $s_i=-RK\varphi^{(i)}=-K^TR\varphi^{(i)}$, and

$$\sigma_{ij}=-\langle K^TR\varphi^{(i)},\varphi^{(j)}\rangle=-\langle R\varphi^{(i)},s_j\rangle=-\langle\varphi^{(i)},Rs_j\rangle=\langle\varphi^{(i)},s_j\rangle=\sigma_{ji}.\ \square$$

The two minus signs come from the two velocities in $\sigma$. Stationarity of $f^0$ without reciprocity is not sufficient, as a numerical case below shows.

## Remark: the Berry-curvature current

Collisions are not the only source of an antisymmetric part. The band velocity has the correction $E\times\Omega_a$, which gives the current $-\sum_af^0_a\,E\times\Omega_a$. It is perpendicular to $E$ and hence antisymmetric. Detailed balance says nothing about it, but time reversal does. With $u_a$ the periodic part of the Bloch state,

$$\Omega_{z}=-2\,{\rm Im}\,\langle\partial_{k_x}u|\partial_{k_y}u\rangle .$$

For the partner, the two derivatives with respect to $-k$ give two cancelling signs, while antiunitarity conjugates the inner product. Thus $\Omega_{\bar a}=-\Omega_a$, and the sum vanishes because $f^0_{\bar a}=f^0_a$.

A square-lattice model without inversion symmetry illustrates this. In units of the hopping energy and lattice constant, its Hamiltonian is

$$-\cos k_x-\cos k_y+\sin k_y\,\tau_x-\sin k_x\,\tau_y+[\tfrac12\sin(k_x+k_y)+M]\tau_z ,$$

with Pauli spin matrices $\tau$, $\mu=-1$ and $T=0.2$. For $M=0$ the curvature reaches 0.096, yet the Hall conductance is zero to rounding. This zero does not single out time reversal, because at $M=0$ the model also has a diagonal mirror, $(k_x,k_y)\to(-k_y,-k_x)$, under which the curvature is odd. A Zeeman term $M=0.3$ breaks both symmetries and gives a magnitude of $0.019\,e^2/h$.

## Remark: why the magnetic field must vanish

A magnetic field adds the force $-v\times B$. The left side of the Boltzmann equation gains $-(v\times B)\cdot\nabla_k(w\varphi)$. This force does not change the energy, so $w$ can be taken outside, giving $M_B\varphi$ with $M_B=-w\,(v\times B)\cdot\nabla_k$. Since $\nabla_k\cdot(v\times B)=B\cdot(\nabla_k\times v)=0$ for $v=\nabla_k\varepsilon$, integration by parts gives $M_B^T=-M_B=M_{-B}$.

For symmetric $K$, $(K+M_B)^T=K+M_{-B}$. The argument of Theorem 1 now gives $\sigma_{ij}(B)=\sigma_{ji}(-B)$, provided the drift stays within the linked sets. Transposition is tied to reversal of $B$, and symmetry at fixed $B$ is no longer required.

## Example: a stressed germanium channel

Consider electrons at a germanium (001) surface at 300 K, where $kT=25.85$ meV, with sheet density $5\times10^{12}$ cm$^{-2}$ and $x$ along [100]. The material parameters are rough model inputs; the further digits below serve to check the arithmetic and do not express the accuracy of the model. Each L valley has masses 1.59 and 0.082 (in free-electron masses). Its long axis has squared cosine $1/3$ with the surface normal. Completing the square in the confined component $k_z$ leaves an in-plane energy whose mass tensor is the in-plane block of the bulk mass tensor. The heavy in-plane mass is therefore

$$\frac{0.082+2\times1.59}{3}=1.087$$

along the projected axis, and 0.082 across it. Stress along [110] is taken to split the four valleys into two pairs 14 meV apart. The lower pair is heavy along [110] and holds $3.05\times10^{12}$ cm$^{-2}$; the upper pair is heavy along $[1\bar10]$ and holds $1.95\times10^{12}$ cm$^{-2}$.

Acoustic phonons scatter elastically within a valley at 3.58 ps$^{-1}$. A 28 meV phonon joins the valleys. Interface steps of rms height 0.4 nm have correlation lengths 1.5 and 2.5 nm, the shorter one at $20^\circ$ from $x$. This oblique roughness removes the in-plane mirrors, so geometry no longer forces $A=0$.

The operator was obtained by numerical differentiation of the full collision term, so its symmetry was not put in. For the phonon, $e^{28/25.85}=2.95$ agrees with $(N+1)/N$. The sheet conductance is

$$\sigma=\begin{pmatrix}1.107&-0.209\\-0.209&1.159\end{pmatrix}\ {\rm mS}.$$

The off-diagonal elements agree to rounding. The last digit of the diagonal elements depends on the energy grid: in the limit of continuous energy both fall by about 0.001 mS, or about 1 cm$^2$/Vs in the mobility. Dividing by charge density gives the mobility, for example

$$\mu_{xx}=\frac{1.107\times10^{-3}\ {\rm S}}{(1.602\times10^{-19}\ {\rm C})(5\times10^{12}\ {\rm cm^{-2}})}\approx1380\ {\rm cm^2/Vs}.$$

Likewise $\mu_{yy}\approx1447$ and $\mu_{xy}\approx-261$ cm$^2$/Vs. The principal values are

$$\frac{1381+1447}{2}\pm\sqrt{\left(\frac{1381-1447}{2}\right)^2+261^2}\approx1414\pm263,$$

or 1677 and 1151 cm$^2$/Vs.

**The sign and size of $\sigma_{xy}$.** With one isotropic elastic rate, each pair contributes its density times its inverse mass tensor. At $45^\circ$ to the ellipse axes this gives

$$\frac{\sigma_{xy}}{\sigma_{xx}}=\frac{3.05-1.95}{5.00}\;\frac{1/1.087-1/0.082}{1/1.087+1/0.082}\approx-0.19 .$$

The full calculation gives $-0.209/1.133=-0.18$, using the mean diagonal element. Unequal valley filling alone thus gives the right sign and about the right size. The closeness may be partly accidental, because the full calculation also contains roughness and intervalley scattering, whose effects on this element were not separated. In the one-rate limit, with acoustic scattering alone, the numerical tensor agrees with the one-rate formula to 0.2% of $\sigma_{xx}$, both without a magnetic field and at 1 T.

The axis of larger mobility lies at $131.4^\circ$, not at the $135^\circ$ of $[1\bar10]$. With isotropic roughness the mirrors would fix it at $135^\circ$, so the turn of $3.6^\circ$ is due to the oblique steps.

**Linked sets.** The energy grid has steps of 7 meV. The phonon spans four steps, and four separate energy ladders result, seen as four null modes of $K$. With acoustic scattering alone there are 88 sets, one for each of 44 shells in each pair. These conserved numbers follow from a single phonon energy and strictly elastic acoustic scattering. They do no harm, because every set contains its reversed partners: an L point is its own time-reversed point, so reversal stays within the valley. Energies and rates in this model do not depend on spin, so reversal can be taken without its spin flip, and the partner is the state at $-k$ with the same spin.

**Breaking the conditions.** Let $\theta$ and $\theta'$ be the initial and final angles on the scaled ellipse. Asymmetric terms were added to the acoustic rate, all else held fixed. Asymmetry here means $|\sigma_{xy}-\sigma_{yx}|/(\sigma_{xx}+\sigma_{yy})$.

- The relative term $0.4[\sin\theta\cos2\theta'-\cos2\theta\sin\theta']$ violates pairwise balance but obeys $W_{ab}=W_{\bar b\bar a}$. It changes $\sigma$ by up to 0.4% of the trace, and the asymmetry stays zero to rounding, as Theorem 2 requires. This zero does not single out reciprocity: with the coefficient of the second product halved, neither condition holds and the asymmetry is still zero, so the conditions are sufficient but not necessary. Replacing $\sin\theta'$ by $\cos\theta'$ in the second product breaks reciprocity and gives an asymmetry of 0.003.
- The relative term $0.8\sin(\theta'-\theta)$ also leaves $f^0$ stationary but violates reciprocity. The asymmetry is 0.12.
- A field of 1 T without skew scattering gives $\sigma_{xy}=-0.263$ and $\sigma_{yx}=-0.153$ mS, an asymmetry of 0.049. Reversing $B$ exchanges the two values.

## The model beside a real channel

The density and the mean normal field, 0.28 MV/cm, lie in the working range of a transistor, but the mobility is not a prediction for a device. One large omission is screening. Its wave number is 0.90 nm$^{-1}$, against a thermal wave number of 0.45 nm$^{-1}$. In the limit of a thin sheet, static screening would multiply the roughness rate at the latter wave number by about $(1+0.90/0.45)^{-2}\approx0.11$. The electron layer here is about 5 nm wide, which is not thin at this wave number, so the actual reduction is weaker. The mean momentum-relaxation rate is 8.2 ps$^{-1}$, or $\hbar/\tau=5.4$ meV, so removing roughness altogether could raise the mean mobility by a factor of at most about $8.2/3.58=2.3$. Charged defects at the interface, also omitted, act in the opposite direction. So does the intravalley optical phonon of the L valleys: with typical values, 37 meV and $5.5\times10^8$ eV/cm, it lowers the mean mobility by about 8%.

The broadening of a state is set by the total rate of leaving it, about 10 ps$^{-1}$, which exceeds the momentum-relaxation rate because roughness favours forward scattering. It amounts to 6.6 meV or $0.25\,kT$, so the picture of sharp states is only moderately good. In a triangular well with the mean field, and at the same Fermi level, the second subband would hold roughly 2% of the sheet density, and the two $\Delta$ valleys along the surface normal roughly 1%. Both shares depend on the shape of the well. The field of the electrons' own charge weakens away from the surface, which brings the second subband closer to the first; without a strong depletion field it can hold several times more. A strong depletion field raises the $\Delta$ share instead. The single subband is therefore a simplification of the model: in a self-consistent Hartree well with depletion charges from $10^{11}$ to $2\times10^{12}$ cm$^{-2}$ and the same rough masses, the lowest L subband holds only 83 to 90% of the electrons. The "Delta share" in the output counts only these two; the other four $\Delta$ valleys and the higher $\Delta$ subbands bring the total in the triangular well to about 3%. The estimated exponential factor for interband tunnelling is below $10^{-6}$ in the mean normal field; it rises steeply with the field, which at the interface is about twice the mean. These effects change the numbers; non-magnetic ones do not remove the time-reversal symmetry of equilibrium.

The assumption that an operating transistor breaks most strongly is the weak driving field. If the 28 meV phonon were the sole energy sink, a channel field of about 0.8 kV/cm would heat the electrons by 10%, if they keep a Fermi distribution; with the optical phonon added the field is about 1.2 kV/cm. A drop of 0.5 V over 50 nm is 100 kV/cm. The theorems concern the linear response about equilibrium, near zero drain bias. They do not cover the differential conductivity about a strongly driven state, where neither $f^0$ nor detailed balance describes the starting point.

The remaining values are in the numerical output.

## Computed results

```
Temperature 300 K, kT 25.85 meV
Sheet density 5.00e+12 cm^-2, permittivity 16
L masses: long 1.59, transverse 0.082 m0
In-plane heavy 1.087, DOS 0.299, normal 0.120 m0
Valley-pair splitting 14 meV, phonon 28 meV
Acoustic potential 11 eV, intervalley 3.0e+08 eV/cm
Mass density 5320 kg/m^3, sound speed 5400 m/s
Roughness height 0.4 nm, lengths 1.5, 2.5 nm
Angle of shorter length from x 20 deg
Normal field 0.283 MV/cm, effective width 5.37 nm
Fermi level from lower pair -12.97 meV
Pair densities (1e12 cm^-2): [3.053 1.947]
Phonon number 0.5118, (N+1)/N 2.9538
Acoustic rate 3.584 1/ps
States 1408, energy step 7.0 meV
Null modes (uncoupled energy ladders) 4
Linked sets with acoustic scattering only 88
Slowest decaying mode 0.2314 1/ps
Sheet conductance B=0 xx,xy,yx,yy (mS): 1.10657 -0.20910 -0.20910 1.15941
Sheet conductance B=1 T xx,xy,yx,yy (mS): 1.09862 -0.26281 -0.15284 1.15109
Sheet conductance B=-1 T xx,xy,yx,yy (mS): 1.09862 -0.15284 -0.26281 1.15109
Mobility xx,xy,yx,yy (cm^2/Vs): [1381.34 -261.02 -261.02 1447.3 ]
Principal mobilities (cm^2/Vs): [1151.2 1677.4]
Axis of larger mobility from x 131.40 deg
Asymmetry below means |xy-yx|/(xx+yy)
Asymmetry, detailed balance 6.4e-17
Asymmetry, B=1 T 0.0489
Asymmetry, reciprocal skew 3.9e-16
Largest change by reciprocal skew / trace 0.00383
Asymmetry, non-reciprocal skew 0.1187
Drude-limit largest error / xx 1.6e-03
Finer-grid largest change / trace 2.8e-04
Lattice model: largest curvature 0.096 cell lengths^2
Berry Hall, time reversal kept -3.7e-17 e^2/h
Berry Hall, Zeeman term 0.3 -0.0187 e^2/h
Neglected: second subband 110.8 meV up, share 0.0169
Neglected: Delta share 0.0135, Gamma share 1.9e-05
Neglected: broadening hbar/tau 5.38 meV, over kT 0.208
Neglected: screening q 0.899, thermal k 0.450 1/nm
Channel field for 10% heating 0.843 kV/cm (this phonon only)
Interband tunnelling exponent 14.4, factor 5.6e-07
```
